# Tagless forward walking in diffusion Monte Carlo: bias, variance and settings, part 2

A diffusion Monte Carlo population distributed as \(\psi_T\phi_0\) estimates \(A_{00}=\langle\phi_0|A|\phi_0\rangle\) for multiplicative \(A\). Each walker carries \(P\), zero at block start and copied to offspring. \(A\) is added for \(M\) steps, then \(P\) is only copied for \(L\) steps; \(\hat A\) is the final mean of \(P/M\). A snapshot records \(A\) once, \(k\) steps before the end.

Units: \(\hbar=m=1\). \(H=-\tfrac12\nabla^2+V\) has ground energy \(E_0\); \(E_L=H\psi_T/\psi_T\). The time step is \(\delta\), \(\tau=L\delta\) (snapshot: \(k\delta\)), and \(N_{\rm tot}\) is \(N\) walkers times the number of independent blocks. Moves have density \(T(R'|R)\), and
\[
w(R,R')=\exp\{-\delta[\tfrac12(E_L(R)+E_L(R'))-E_T]\},
\]
\(K(R,R')=T(R'|R)\,w\), \(\mathcal S(R,R')=\psi_T(R)K(R,R')/\psi_T(R')\), \(\mathcal S\phi_0=\phi_0\).

With \(c_0=\langle\phi_0,\psi_T\rangle\), \(f=\psi_T\phi_0/c_0\) and \(h=c_0\phi_0/\psi_T\). The chain \(\Pi(R,R')=K(R,R')h(R')/h(R)\) has stationary density \(\phi_0^2\), in which \(A\) has variance \(\sigma^2\) and normalised autocorrelation \(C(k)\); \(\Theta=\sum_{k=-\infty}^\infty C(|k|)\).

Descendant numbers after \(k\) steps have first and second moments \(m_{1,k}\to h\) and \(m_{2,k}\). Snapshots have mean \(A_k=\langle f,A\,m_{1,k}\rangle\) and \(N\,\mathrm{Var}=\langle f,a^2m_{2,k}\rangle\), \(a=A-A_k\).

For blocks, with \(r=e^{-\Delta\delta}\), gap \(\Delta\) and snapshot bias amplitude \(b\),
\[
\bar A_L=A_{00}+B\,r^L,\qquad B=b\,\frac{1-r^M}{M(1-r)},
\]
\[
N\,\mathrm{Var}\,\hat A\simeq v_0+s\,\tau,\qquad s=\gamma\,\sigma^2F_M,\qquad F_M=\frac1{M^2}\sum_{j,j'=1}^MC(|j-j'|),
\]
\[
\tau^*=\frac{1}{2\Delta}\ln\frac{2\Delta B^2N_{\rm tot}}{s}.
\]
The slope comes from the part \(\gamma\tau h\) of \(m_{2,L}\). The rate \(\gamma\) counts sibling pairs weighted by progeny:
\[
\gamma\xrightarrow{\delta\to0}\int fh^2\,2(E_0-E_L)_+\,dR .
\]
For large \(M\), \(N\,\mathrm{Var}\,\hat A\) levels off at \(\gamma\delta\sigma^2\Theta/2\).

A founder's family has final size \(n\) and \(Y=\sum(P-M\bar A_L)\). Then
\[
\mathrm{Var}\,\hat A\simeq\frac{\mathrm E\,Y^2}{NM^2},\qquad\langle\hat A\rangle-\bar A_L\simeq-\frac{\mathrm E[nY]}{NM},
\]
the second being the ratio bias. Moment recursions give these exactly. The surviving fraction of founders is \(\bar p\simeq2/(\gamma\tau)\) at long times.

Weights without branching give variance growth at rate \(2E_0-E_0[H+E_L]\), where \(E_0[\cdot]\) is the lowest eigenvalue. Population control uses \(E_T\to E_T-\tau_c^{-1}\ln(N/N_0)\). The printed quartic test has \(V=x^2/2+x^4/4\), \(\psi_T=e^{-x^2/2}\), \(A=x^2\).

## Optimal forward time

For \(N_{\rm tot}\) fixed and the ratio bias neglected,
\[
\mathrm{MSE}(\tau)=B^2e^{-2\Delta\tau}+\frac{v_0+s\tau}{N_{\rm tot}},\qquad\frac{d\,\mathrm{MSE}}{d\tau}=-2\Delta B^2e^{-2\Delta\tau}+\frac s{N_{\rm tot}} .
\]
The derivative vanishes at the \(\tau^*\) stated at the top, the second derivative \(4\Delta^2B^2e^{-2\Delta\tau}\) is positive, and the residual bias is \(|B|e^{-\Delta\tau^*}=\sqrt{s/(2\Delta N_{\rm tot})}\). The ratio of squared bias to variance there is \(s/[2\Delta(v_0+s\tau^*)]\), which for \(v_0>0\) is below \(1/(2\Delta\tau^*)\). The formula holds when \(\tau^*\) lies beyond the transient of the variance. If the argument of the logarithm is near or below 1, the asymptotic forms do not locate the minimum, which must then be found from the actual bias and variance at short \(\tau\); a dip of the variance can still place it at nonzero \(\tau\).

## Worked example: harmonic oscillator

Take \(V=x^2/2\), with length unit \(l=\sqrt{\hbar/m\omega}\), time unit \(1/\omega\), energy unit \(\hbar\omega\), and \(\psi_T=e^{-\alpha x^2/2}\), \(A=x^2\), \(E_L=\alpha/2+(1-\alpha^2)x^2/2\). The drift is \(-\alpha x\), and the move is sampled exactly: mean \(\eta x\) with \(\eta=e^{-\alpha\delta}\), variance \((1-\eta^2)/2\alpha\). The exponent of \(\mathcal S\) is
\[
-\frac{\alpha x^2}2+\frac{\alpha x'^2}2-\frac{\alpha(x'-\eta x)^2}{1-\eta^2}-\frac{\delta(1-\alpha^2)}4(x^2+x'^2)=-\mu(x^2+x'^2)+\nu xx',
\]
\[
\mu=\frac{\alpha(1+\eta^2)}{2(1-\eta^2)}+\frac{\delta(1-\alpha^2)}4,\qquad\nu=\frac{2\alpha\eta}{1-\eta^2}.
\]
Completing the square in \(x'\) shows that \(\mathcal S\) maps \(e^{-\beta x^2/2}\) to a multiple of \(e^{-\beta'x^2/2}\) with \(\beta'=2\mu-\nu^2/(2\mu+\beta)\). The fixed point is \(\phi_0\propto e^{-\kappa x^2/2}\) with \(\nu^2=(2\mu-\kappa)(2\mu+\kappa)\). Inserting this form of \(\nu^2\),
\[
\kappa-\beta'=\frac{(2\mu-\kappa)(\kappa-\beta)}{2\mu+\beta},\qquad\kappa+\beta'=\frac{(2\mu+\kappa)(\kappa+\beta)}{2\mu+\beta},
\]
so \((\kappa-\beta)/(\kappa+\beta)\) is multiplied at each step by \(r=(2\mu-\kappa)/(2\mu+\kappa)=[\nu/(2\mu+\kappa)]^2\). The density \(fm_{1,k}\propto e^{-(\kappa+\beta_k)x^2/2}\), with \(\beta_0=\alpha\), has \(\langle x^2\rangle=1/(\kappa+\beta_k)=[1+(\kappa-\beta_k)/(\kappa+\beta_k)]/2\kappa\). Therefore
\[
A_k=\frac{1+g\,r^k}{2\kappa},\qquad g=\frac{\kappa-\alpha}{\kappa+\alpha},
\]
a single exponential, exact in this model. A centred Gaussian has \(\mathrm{Var}\,x^2=2\langle x^2\rangle^2\), so \(\sigma^2=1/2\kappa^2\). The chain \(\Pi\propto\exp[-(\mu+\kappa/2)x'^2+\nu xx']\) has conditional mean \(\sqrt r\,x\) and fixed variance, so \(x^2-1/2\kappa\) is an eigenfunction with eigenvalue \(r\) and \(C(k)=r^k\). Using \(\sum_{k=1}^{M-1}(M-k)r^k=\sum_{i=0}^{M-1}r(1-r^i)/(1-r)\),
\[
F_M=\frac1M+\frac{2r}{M^2(1-r)}\Big[M-\frac{1-r^M}{1-r}\Big].
\]

For \(\alpha=0.5\), \(\delta=0.1\), \(M=10\): \(\kappa=1.001015\), \(r=0.818769\), \(\Delta=-\ln r/\delta=1.999532\), \(E_T=0.499883\). Then \(g=0.501015/1.501015=0.333784\), the mixed value is 0.666216, the pure value 0.499493 and \(\sigma^2=0.498986\). The continuum value is \(1/2\), so the time-step error is \(-5.1\times10^{-4}\,l^2\), 0.1% of \(A_{00}\). Further, \(b=g/2\kappa=0.166723\), \((1-r^{10})/(1-r)=0.8646/0.18123=4.771\), \(B=0.166723\times0.4771=0.07954\) and \(F_M=0.1+0.09036\times5.229=0.5725\).

In the continuum \(\kappa=1\). For \(\alpha<1\), \(fh^2=C\pi^{-1/2}e^{-\beta x^2}\) with \(C=\sqrt{2/(1+\alpha)}\) and \(\beta=(3-\alpha)/2\), since \(fh=\pi^{-1/2}e^{-x^2}\) and \(h=Ce^{-(1-\alpha)x^2/2}\). Also \(2(E_0-E_L)=(1-\alpha)[1-(1+\alpha)x^2]\), positive for \(|x|<x_0=(1+\alpha)^{-1/2}\). With \(I_0=\int_{-x_0}^{x_0}e^{-\beta x^2}dx=\sqrt{\pi/\beta}\,\mathrm{erf}(\sqrt\beta x_0)\) and, by parts, \(I_2=\int_{-x_0}^{x_0}x^2e^{-\beta x^2}dx=(I_0-2x_0e^{-\beta x_0^2})/2\beta\),
\[
\gamma=\frac{(1-\alpha)C}{\sqrt\pi}[I_0-(1+\alpha)I_2]=\frac{0.5\times1.15470}{\sqrt\pi}\,(1.27349-1.5\times0.22552)=0.3046 .
\]
The grid value extrapolated to \(\delta\to0\) is also 0.3046. At \(\delta=0.1\) it is 0.29117, 4.4% below the continuum value, and this is the number that applies to the runs. The slopes are \(\gamma\sigma^2=0.14529\) and \(s=0.14529\times0.5725=0.08318\), both matched by the moment recursions at \(L=150\), which also give \(v_0=0.27083\) with 20 equilibration steps.

For weights alone, \(H+E_L\) is an oscillator of frequency \(\sqrt{2-\alpha^2}\) shifted by \(\alpha/2\), and the rate is \(1-(\sqrt{2-\alpha^2}+\alpha)/2=0.08856\), confirmed on the grid. It is smaller than \(\gamma\), so for a prefactor of order one the exponential law overtakes the linear one only at long times.

The branching runs give the following block results, with means in \(l^2\) and \(N\,\mathrm{Var}\) in \(l^4\), for 1500 runs with population control, \(N_0=200\), \(\tau_c=1\).

| \(\tau\) | mean, run | \(\bar A_L\) | \(N\,\mathrm{Var}\), run | recursion |
|---|---|---|---|---|
| 0 | 0.5777(12) | 0.5790 | 0.451(17) | 0.441 |
| 1 | 0.5094(12) | 0.5103 | 0.400(16) | 0.379 |
| 3 | 0.4978(13) | 0.4997 | 0.521(20) | 0.521 |
| 6 | 0.4984(16) | 0.4995 | 0.808(32) | 0.770 |

The tests allow 4.5 standard errors plus a finite-\(N\) margin (4% of the variance, twice the ratio-bias estimate for the mean). All four means lie below the prediction, by at most 1.5 standard errors; they are read from the same \(P\) values at successive times and are not independent. With 300000 independent families at fixed \(E_T\), \(\mathrm EY^2/M^2\) is 0.437, 0.376, 0.517, 0.774 against 0.438, 0.377, 0.519, 0.768. Groups of 40 families give a snapshot ratio bias at \(\tau=2\) of \(0.00141\pm0.00018\), against \(-\mathrm E[nY]/N=0.00147\).

The snapshot variance from the recursion is 0.888, 0.658, 0.616, 0.700, 0.980, 1.415 at \(\tau=0,\,0.5,\,1,\,2,\,4,\,7\). The dip follows from \(m_{2,k}=m_{1,k}+(\text{branching sum})\). The first part contributes \(\langle f,a^2m_{1,k}\rangle=2A_k^2\), which falls from \(2\times0.6662^2=0.888\) to \(\sigma^2=0.499\) because \(\psi_T\) is too wide, while the branching part starts at zero: it is \(0.616-2\times0.5221^2=0.071\) at \(\tau=1\) and \(1.415-0.499=0.916\) at \(\tau=7\). For \(\alpha>\kappa\), \(g<0\) and the first part rises instead.

The fraction of surviving founders is 0.791 at \(\tau=2\) and 0.507 at \(\tau=7\), within 0.001 of the recursion. The asymptote \(2/(\gamma\tau)=0.98\) at \(\tau=7\) is not yet applicable. At \(\tau\) between 1500 and 2000 the recursion gives \(d(1/\bar p)/d\tau=0.14556\) against \(\gamma/2=0.14558\).

For 2000 walkers and 50 independent blocks, \(N_{\rm tot}=10^5\):
\[
\frac{2\times1.999532\times0.079539^2\times10^5}{0.08318}=3.04\times10^4,\qquad\tau^*=\frac{10.32}{3.999}=2.58 .
\]
The exact recursion has its minimum at \(L\delta=2.6\), with bias \(4.4\times10^{-4}\), standard deviation \(2.21\times10^{-3}\) and root mean square error \(2.25\times10^{-3}\,l^2\), 0.45% of \(A_{00}\). The linear law gives \(\sqrt{(0.27083+0.08318\times2.6)/10^5}=2.21\times10^{-3}\). The ratio-bias estimate at fixed \(E_T\) is \(6\times10^{-5}\).

## Settings

**Transport length \(L\).** It should be nonzero whenever the block bias at \(L=0\) exceeds the target error. That bias is \(B\) in the single-state form, not the full mixed–pure difference \(b\) (0.080 against 0.167 in the example). Reading \(\sum P/(MN)\) at several \(L\) in one pilot run costs one sum each and yields \(B\) and \(\Delta\) from the decay of the mean, and \(s\) from the growth of the variance over blocks. These readings come from the same \(P\) values and are correlated, so the points of a flat curve within one run must not be counted as independent measurements. Since \(\tau^*\) depends on \(B^2N_{\rm tot}/s\) through a logarithm, a factor of 2 in that combination moves it by \(\ln2/2\Delta\), 0.17 in the example.

An uncertain \(\tau^*\) should be rounded up, because the bias grows exponentially below it and the variance grows linearly above it. At fixed \(N_{\rm tot}\), relative to the minimum \(2.25\times10^{-3}\), the error is 9% larger at \(\tau=4\) and 23% larger at \(\tau=6\), but 13% larger already at \(\tau=2\) and 4.9 times larger at \(\tau=1\). These figures ignore that a longer \(L\) costs steps. At a fixed total number of steps, \(N_{\rm tot}\propto1/(L+M)\), the same bias and variance with \(M=10\) put the minimum at \(\tau=2.4\), and the error is 9% larger at \(\tau=2\) and at \(\tau=3\), 31% larger at \(\tau=4\), 75% larger at \(\tau=6\) and 4.9 times larger at \(\tau=1\). The rounding should therefore be modest.

**Accumulation length \(M\).** Increasing \(M\) lowers \(B\) and \(F_M\), as \(1/M\) once \(M\delta\) is several times the decay time of \(C\) (in the example, where that time is 0.5, the closed form gives \(F_{20}/F_{10}=0.663\) and \(F_{80}/F_{40}=0.535\)). At leading order in \(1/M\), \(N\,\mathrm{Var}\,\hat A\) of one block levels off at \(\gamma\delta\sigma^2\Theta/2\); in the example \(\Theta=(1+r)/(1-r)=10.04\) and the floor is \(0.14529\times0.1\times10.04/2=0.073\,l^4\). The transport term \(\gamma\sigma^2F_ML\delta\simeq\gamma\delta\sigma^2\Theta L/M\) equals the floor at \(M=2L\). The unbranched part \(m_{1,L}\to h\) of \(m_{2,L}\) contributes, by the same path argument as for the slope, \(\sigma^2F_M\simeq\sigma^2\Theta/M\), which equals the floor at \(M=2/(\gamma\delta)\), that is \(2/0.029117\approx69\) in the example. Keeping only these three terms, \(N\,\mathrm{Var}\,\hat A\) is the floor times \(1+M_0/M\) with \(M_0=2L+2/(\gamma\delta)\), so the floor is approached only for \(M\gg M_0\). New blocks pay off well before that. A block costs \(L+M\) steps, and \((L+M)(1+M_0/M)\) is least at \(M=\sqrt{LM_0}\). For \(L=26\) in the example \(M_0\approx121\), and this rough estimate gives \(M\approx56\), where the three terms put the variance at \(1+121/56\approx3.2\) times the floor. The estimate is only a guide: the exact second moments evaluated for other \(M\) (not part of the printed output) give 2.6 times the floor at \(M=56\) and a flat minimum of \((L+M)\,N\,\mathrm{Var}\,\hat A\) near \(M=40\), which \(M=30\) and \(M=56\) exceed by less than 3%. For \(\gamma L\delta\ll1\), as with a good trial function, \(M\) can usefully be much longer than \(L\).

**Overlapping blocks.** A second register lets one block accumulate while the previous one is transported. Such blocks share ancestors and are not independent, so \(N_{\rm tot}\) must be reduced to an effective value and the error bar taken from reblocking; their covariance is not derived here.

**Population \(N\).** Two conditions apply: \(\gamma(L+M)\delta\ll N\), and a ratio bias below the target error. Averaging more blocks lowers the variance but leaves the ratio bias, which scales as \(1/N\). In the example \(N=200\) would raise the estimate from \(6\times10^{-5}\) to \(6\times10^{-4}\), above the bias at \(\tau^*\).

**Time step and trial function.** The time-step error of the example, \(5.1\times10^{-4}\) in magnitude, is as large as the residual bias \(4.6\times10^{-4}\) at \(\tau^*\) and needs its own extrapolation in \(\delta\), at fixed \(L\delta\) and \(M\delta\). A better \(\psi_T\) lowers both error sources: in the oscillator \(g\) and \(\gamma\) are each proportional to \(1-\alpha\) as \(\alpha\to1\) from below, so \(B^2/s\propto1-\alpha\) and \(\tau^*\) shortens logarithmically.

## Computed results

```
input: alpha=0.5, dt=0.1 (1/omega), M=10, equilibration steps=20
kappa=1.001015 (1/l^2), r=0.818769, gap=1.999532, E_T=0.499883 (hbar omega)
g=0.333784, mixed=0.666216, pure=0.499493 (l^2), sigma2=0.498986 (l^4)
snapshot amplitude b=0.166723, block amplitude B=0.079539 (l^2), F_M=0.572499
gamma (omega): dt=0.1 0.29117, extrapolated dt->0 0.30460, closed form 0.30463
  pieces: x0=0.81650 (l), beta=1.250, C=1.15470, I0=1.27349, I2=0.22552
weights-only growth rate (omega): grid dt=0.0125 0.08856, closed 0.08856
quartic tau=0.0: backward eq 0.410433, spectral 0.410433 (l^2)
quartic tau=0.5: backward eq 0.366401, spectral 0.366401 (l^2)
quartic tau=1.0: backward eq 0.357310, spectral 0.357310 (l^2)
quartic tau=1.5: backward eq 0.355370, spectral 0.355370 (l^2)
quartic: pure=0.354840 (l^2), decay rate=3.0788, E2-E0=3.0775 (hbar omega)
slopes (l^4 omega): snapshot 0.14529, block s=0.08318; block intercept v0=0.27083 (l^4)
d(1/survival)/dtau at tau 1500-2000: 0.14556, gamma/2=0.14558 (omega)
500 walkers, L=30: tagged 0.5137918577, tagless 0.5137918577 (l^2)
independent families, 300000 roots; mean (l^2) MC+-se/theory, N*Var (l^4) MC/theory
snapshot tau=0.0: 0.6646+-0.0017/0.6662, 0.888/0.888
snapshot tau=0.5: 0.5601+-0.0015/0.5608, 0.658/0.658
snapshot tau=1.0: 0.5213+-0.0014/0.5221, 0.613/0.616
block L*dt=0.0: 0.5777+-0.0012/0.5790, 0.437/0.438
snapshot tau=2.0: 0.5019+-0.0015/0.5025, 0.698/0.700
  surviving roots: MC 0.7909, recursion 0.7901
  ratio bias N=40: MC 0.00141+-0.00018, -E[nY]/N 0.00147 (l^2)
block L*dt=1.0: 0.5093+-0.0011/0.5103, 0.376/0.377
snapshot tau=4.0: 0.4993+-0.0018/0.4995, 0.972/0.980
block L*dt=3.0: 0.4988+-0.0013/0.4997, 0.517/0.519
snapshot tau=7.0: 0.4998+-0.0022/0.4995, 1.403/1.415
  surviving roots: MC 0.5074, recursion 0.5072
block L*dt=6.0: 0.4992+-0.0016/0.4995, 0.774/0.768
population control: 1500 runs, N0=200, tau_c=1.0 (1/omega); same columns
block L*dt=0.0: 0.5777+-0.0012/0.5790, 0.451+-0.017/0.441
block L*dt=1.0: 0.5094+-0.0012/0.5103, 0.400+-0.016/0.379
block L*dt=3.0: 0.4978+-0.0013/0.4997, 0.521+-0.020/0.521
block L*dt=6.0: 0.4984+-0.0016/0.4995, 0.808+-0.032/0.770
optimum for 2000 walkers x 50 blocks, N_tot=100000
2*gap*B^2*N_tot/s=30416.3, tau*=2.581, best L*dt=2.6 (1/omega)
bias at tau*=4.561e-04, ratio bias at N=2000: 5.94e-05 (l^2)
L*dt=0.0: bias 7.954e-02, sd 2.099e-03, rms 7.957e-02 (l^2)
L*dt=1.0: bias 1.077e-02, sd 1.947e-03, rms 1.094e-02 (l^2)
L*dt=2.0: bias 1.458e-03, sd 2.100e-03, rms 2.557e-03 (l^2)
L*dt=2.6: bias 4.393e-04, sd 2.210e-03, rms 2.253e-03 (l^2)
L*dt=4.0: bias 2.673e-05, sd 2.457e-03, rms 2.457e-03 (l^2)
L*dt=6.0: bias 4.901e-07, sd 2.775e-03, rms 2.775e-03 (l^2)
```
